# Why germanium's four L valleys share one confinement mass on (100): a program that tests the result

```python
"""
Germanium L valleys on a (100)-type surface, normal z = [001].
Result under test: all four valleys have confinement mass
    m_z = 1/W_zz = 3*m_l*m_t/(m_t + 2*m_l),
where W is the inverse-mass tensor in crystal axes, m_l and m_t are the
longitudinal and transverse masses in units of the electron mass.
Energies are in eV, lengths in nm, sheet densities in nm^-2.
A = hbar^2/(2 m_e) in eV nm^2. Material inputs are rough typical values.
The example is a germanium film between two HfO2 layers.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq

A = const.hbar**2 / (2 * const.m_e * const.e) * 1e18
kT = const.k * 300.0 / const.e
charge_factor = const.e / const.epsilon_0 * 1e9       # V nm

m_l, m_t = 1.6, 0.08
width, oxide_thickness = 8.0, 3.0
sheet_density = 0.01                                # 1e12 cm^-2
eps_film, eps_oxide = 16.0, 20.0
barrier, m_oxide = 2.0, 0.2
alpha = 0.3                                         # 1/eV
delta_offset, delta_mass = 0.18, 0.95
gamma_offset, gamma_mass = 0.14, 0.04
gap = 0.66
film_breakdown, oxide_breakdown = 0.1, 4.0           # MV/cm

# Symbolic rotation of the tensor for every valley.
L, T = sp.symbols("L T", positive=True)
signs = [(1, 1), (-1, 1), (-1, -1), (1, -1)]
tensors, axes = [], []
for sx, sy in signs:
    c, s = sp.sqrt(sp.Rational(1, 3)), sp.sqrt(sp.Rational(2, 3))
    cp, sn = sx / sp.sqrt(2), sy / sp.sqrt(2)
    turn_z = sp.Matrix([[cp, -sn, 0], [sn, cp, 0], [0, 0, 1]])
    turn_y = sp.Matrix([[c, 0, s], [0, 1, 0], [-s, 0, c]])
    R = turn_z * turn_y
    rotated = (R * sp.diag(1/T, 1/T, 1/L) * R.T).applyfunc(sp.simplify)
    n = sp.Matrix([sx, sy, 1]) / sp.sqrt(3)
    projected = sp.eye(3)/T + (1/L - 1/T) * n * n.T
    assert (rotated - projected).applyfunc(sp.simplify) == sp.zeros(3)
    assert sp.simplify(1/rotated[2, 2] - 3*L*T/(T + 2*L)) == 0
    tensors.append(np.array(rotated.subs({L: m_l, T: m_t}), dtype=float))
    axes.append(np.array(n, dtype=float).ravel())

m_z = 3 * m_l * m_t / (m_t + 2 * m_l)
m_diag = (m_t + 2 * m_l) / 3
m_dos = np.sqrt(m_t * m_diag)
wrong_mass = np.linalg.inv(tensors[0])[2, 2]
assert np.isclose(wrong_mass, (m_l + 2*m_t)/3)


def ellipsoid(k, axis):
    """Energy/A from wavevector parts along and across the valley axis."""
    along = np.dot(k, axis)
    across = np.cross(k, axis)
    return along**2 / m_l + np.dot(across, across) / m_t


# Curvature at fixed in-plane wavevector.
for axis in axes:
    base, step = np.array([0.2, 0.1, 0.0]), np.array([0, 0, 0.01])
    curvature = (ellipsoid(base + step, axis) - 2*ellipsoid(base, axis)
                 + ellipsoid(base - step, axis)) / 0.01**2
    assert np.isclose(2 / curvature, m_z, rtol=1e-7)

# Equality of the four masses is special to cube-axis normals.
x, y, z = sp.symbols("x y z", real=True)
spread = sum(((sx*x + sy*y + z)**2/3 - (x*x + y*y + z*z)/3)**2
             for sx, sy in signs)
claimed = sp.Rational(16, 9)*(x*x*y*y + y*y*z*z + z*z*x*x)
assert sp.expand(spread - claimed) == 0


def surface_masses(normal):
    u = np.array(normal, dtype=float)
    u /= np.linalg.norm(u)
    return sorted(1 / (u @ W @ u) for W in tensors)


masses_100 = surface_masses([0, 0, 1])
masses_110 = surface_masses([1, 1, 0])
masses_111 = surface_masses([1, 1, 1])
assert np.ptp(masses_100) < 1e-12
assert np.ptp(masses_110) > 0.05 and np.ptp(masses_111) > 1

# Sensitivity of the confinement mass to each input mass.
sens_t = 2*m_l / (m_t + 2*m_l)
sens_l = m_t / (m_t + 2*m_l)


def mass_from_rotation(long_mass, trans_mass):
    n = axes[0]
    side = np.cross(n, [0, 0, 1.0])
    side /= np.linalg.norm(side)
    frame = np.column_stack([side, np.cross(n, side), n])
    W = frame @ np.diag([1/trans_mass, 1/trans_mass, 1/long_mass]) @ frame.T
    return 1 / W[2, 2]


f = 1e-4
num_t = np.log(mass_from_rotation(m_l, m_t*np.exp(f))
               / mass_from_rotation(m_l, m_t*np.exp(-f))) / (2*f)
num_l = np.log(mass_from_rotation(m_l*np.exp(f), m_t)
               / mass_from_rotation(m_l*np.exp(-f), m_t)) / (2*f)
assert abs(num_t - sens_t) < 1e-6 and abs(num_l - sens_l) < 1e-6

# Full film Hamiltonian, including terms linear in p_z.
intervals = 400
h = width / intervals
grid = h * np.arange(1, intervals)
E1 = A * (np.pi / width)**2 / m_z
E2 = 4 * E1
k_plane = np.array([0.2, 0.1])
film_energies, predicted_energies = [], []
for W, (sx, sy) in zip(tensors, signs):
    b = W[2, :2] @ k_plane
    hop = -A*W[2, 2]/h**2 - 1j*A*b/h
    diagonal = 2*A*W[2, 2]/h**2 + A*k_plane @ W[:2, :2] @ k_plane
    H = (np.diag(np.full(intervals-1, diagonal, dtype=complex))
         + np.diag(np.full(intervals-2, hop), 1)
         + np.diag(np.full(intervals-2, np.conj(hop)), -1))
    values, vectors = eigh(H, subset_by_index=[0, 1])
    heavy = np.dot(k_plane, [sx, sy]) / np.sqrt(2)
    light = np.dot(k_plane, [-sy, sx]) / np.sqrt(2)
    shift = A*(heavy**2/m_diag + light**2/m_t)
    assert np.allclose(values, [E1 + shift, E2 + shift], rtol=1e-4)
    trial = np.exp(-1j*b*grid/W[2, 2]) * np.sin(np.pi*grid/width)
    trial /= np.linalg.norm(trial)
    assert abs(np.vdot(trial, vectors[:, 0])) > 1 - 1e-5
    film_energies.append(values[0])
    predicted_energies.append(E1 + shift)
    K = W[:2, :2] - np.outer(W[:2, 2], W[2, :2]) / W[2, 2]
    assert np.allclose(np.sort(1/np.linalg.eigvalsh(K)), [m_t, m_diag])
    area_mass = quad(lambda q: 1/(np.array([np.cos(q), np.sin(q)]) @ K
                     @ np.array([np.cos(q), np.sin(q)])),
                     0, 2*np.pi, limit=200)[0] / (2*np.pi)
    assert np.isclose(area_mass, m_dos, rtol=1e-6)
assert np.isclose(m_z*m_t*m_diag, 1/np.linalg.det(tensors[0]))


# Finite oxide walls: even ground state with continuous psi and psi'/m.
def finite_wall_level(mass, height):
    top = A*(np.pi/width)**2/mass

    def mismatch(E):
        k = np.sqrt(E*mass/A)
        kappa = np.sqrt((height-E)*m_oxide/A)
        return k*np.tan(k*width/2)/mass - kappa/m_oxide
    return brentq(mismatch, 1e-8, top*(1-1e-10))


def finite_wall_grid(mass, height):
    hs = 0.02
    nw, nd = round(oxide_thickness/hs), round(width/hs)
    inverse = np.full(2*nw+nd, 1/m_oxide)
    inverse[nw:nw+nd] = 1/mass
    V = np.full(2*nw+nd+1, height)
    V[nw+1:nw+nd] = 0
    V[[nw, nw+nd]] = height/2
    diag = A*(inverse[:-1]+inverse[1:])/hs**2 + V[1:-1]
    return eigh_tridiagonal(diag, -A*inverse[1:-1]/hs**2,
                            select="i", select_range=(0, 1))


E1_wall = finite_wall_level(m_z, barrier)
wall_values, wall_vectors = finite_wall_grid(m_z, barrier)
assert np.isclose(wall_values[0], E1_wall, rtol=2e-3)
wall_spacing = wall_values[1] - wall_values[0]
kappa = np.sqrt((barrier-E1_wall)*m_oxide/A)
# Array entry j is grid node j+1: depths 1.5 nm and 0.5 nm in the oxide.
decay = (wall_vectors[74, 0]/wall_vectors[124, 0])**2
assert np.isclose(decay, np.exp(-2*kappa), rtol=0.01)
attenuation = np.exp(-2*kappa*oxide_thickness)

# Competing valleys, energies measured from the bulk L edge.
E_delta = delta_offset + finite_wall_level(delta_mass, barrier-delta_offset)
E_gamma = gamma_offset + finite_wall_level(gamma_mass, barrier-gamma_offset)
for mass, offset, level in [(delta_mass, delta_offset, E_delta),
                            (gamma_mass, gamma_offset, E_gamma)]:
    check = finite_wall_grid(mass, barrier-offset)[0][0] + offset
    assert np.isclose(check, level, rtol=2e-3)
assert E1_wall < min(E_delta, E_gamma)

# Nonparabolic correction to the hard-wall level.
E1_nonpar = brentq(lambda E: E*(1+alpha*E)-E1, 0, E1)

# Charge bending: potential energy relative to the film centre.
centre = grid - width/2
scale = charge_factor*sheet_density/(eps_film*width)


def bending(q):
    return -scale*(q*q/2 + (width/(2*np.pi))**2
                   * (1-np.cos(2*np.pi*q/width)))


drop = -bending(width/2)
drop_quad = quad(lambda q: (width/2-q)*2*np.cos(np.pi*q/width)**2,
                 0, width/2)[0]*scale
assert np.isclose(drop, drop_quad)
bent = eigh_tridiagonal(2*A/(m_z*h*h)+bending(centre),
                        np.full(intervals-2, -A/(m_z*h*h)),
                        select="i", select_range=(0, 1))[0]
bent_spacing = bent[1]-bent[0]
film_field = charge_factor*sheet_density/(2*eps_film)*10
oxide_field = charge_factor*sheet_density/(2*eps_oxide)*10
edge_slope = (bending(width/2-1e-4)-bending(width/2))/1e-4*10
assert np.isclose(edge_slope, film_field, rtol=1e-3)

# Occupation: four valleys and two spins, finite-wall subband spacing.
dos = 4*m_dos/(2*np.pi*A)
fermi = kT*np.log(np.expm1(sheet_density/(dos*kT)))
filled = quad(lambda E: dos/(np.exp((E-fermi)/kT)+1), 0, 40*kT)[0]
assert np.isclose(filled, sheet_density, rtol=1e-6)
second_ratio = (dos*kT*np.log1p(np.exp((fermi-wall_spacing)/kT))
                / sheet_density)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


print("INPUTS (material values rough)")
show("longitudinal mass", m_l, "m_e")
show("transverse mass", m_t, "m_e")
show("film width", width, "nm")
show("each oxide thickness", oxide_thickness, "nm")
show("sheet density", sheet_density*1e14, "cm^-2")
show("temperature", 300.0, "K")
print(f"film, oxide permittivity: {eps_film:g}, {eps_oxide:g}")
print(f"oxide barrier, mass: {barrier:g} eV, {m_oxide:g} m_e")
show("nonparabolicity", alpha, "1/eV")
print(f"Delta offset, mass: {delta_offset:g} eV, {delta_mass:g} m_e")
print(f"Gamma offset, mass: {gamma_offset:g} eV, {gamma_mass:g} m_e")
show("germanium gap", gap, "eV")
print("TENSOR RESULTS")
show("W_zz", tensors[0][2, 2], "1/m_e")
print("W_zx by valley:", *[f"{W[2, 0]:.3f}" for W in tensors], "1/m_e")
print("(100) masses:", *[f"{m:.4f}" for m in masses_100], "m_e")
print("(110) masses:", *[f"{m:.4f}" for m in masses_110], "m_e")
print("(111) masses:", *[f"{m:.4f}" for m in masses_111], "m_e")
show("wrong choice (W^-1)_zz", wrong_mass, "m_e")
show("heavy in-plane mass", m_diag, "m_e")
show("density-of-states mass", m_dos, "m_e")
show("log sensitivity to m_t", sens_t)
show("log sensitivity to m_l", sens_l)
print("FILM LEVELS")
show("hbar^2/(2 m_e)", A, "eV nm^2", 5)
show("hard-wall E1", E1, "eV")
show("hard-wall E2", E2, "eV")
show("E1 from wrong mass", A*(np.pi/width)**2/wrong_mass, "eV")
print(f"test k_x, k_y: {k_plane[0]:g}, {k_plane[1]:g} 1/nm")
print("E1(k), full H:", *[f"{E:.5f}" for E in film_energies], "eV")
print("E1(k), formula:", *[f"{E:.5f}" for E in predicted_energies], "eV")
print("NEGLECTED EFFECTS")
show("finite-wall E1", E1_wall, "eV")
show("finite-wall change of E1", 100*(E1_wall/E1-1), "%", 3)
show("finite-wall E2-E1", wall_spacing, "eV")
show("nonparabolic hard-wall E1", E1_nonpar, "eV")
show("nonparabolic change of E1", 100*(E1_nonpar/E1-1), "%", 3)
show("lowest Delta level above L edge", E_delta, "eV")
show("lowest Gamma level above L edge", E_gamma, "eV")
show("centre-to-edge potential drop", drop, "eV", 3)
show("hard-wall E2-E1, flat", E2-E1, "eV")
show("hard-wall E2-E1, bent", bent_spacing, "eV")
show("thermal energy", kT, "eV")
show("Fermi level minus E1", fermi, "eV", 3)
show("second/first subband density", second_ratio, "", 3)
show("film edge field", film_field, "MV/cm", 3)
show("rough bulk film breakdown", film_breakdown, "MV/cm")
show("oxide field", oxide_field, "MV/cm", 3)
show("rough oxide breakdown", oxide_breakdown, "MV/cm")
show("oxide decay constant", kappa, "1/nm", 3)
show("barrier attenuation factor", attenuation, "", 2)
print("every check passed")
```

Output:

```
INPUTS (material values rough)
longitudinal mass: 1.6 m_e
transverse mass: 0.08 m_e
film width: 8 nm
each oxide thickness: 3 nm
sheet density: 1e+12 cm^-2
temperature: 300 K
film, oxide permittivity: 16, 20
oxide barrier, mass: 2 eV, 0.2 m_e
nonparabolicity: 0.3 1/eV
Delta offset, mass: 0.18 eV, 0.95 m_e
Gamma offset, mass: 0.14 eV, 0.04 m_e
germanium gap: 0.66 eV
TENSOR RESULTS
W_zz: 8.542 1/m_e
W_zx by valley: -3.958 3.958 3.958 -3.958 1/m_e
(100) masses: 0.1171 0.1171 0.1171 0.1171 m_e
(110) masses: 0.0800 0.0800 0.2182 0.2182 m_e
(111) masses: 0.0894 0.0894 0.0894 1.6000 m_e
wrong choice (W^-1)_zz: 0.5867 m_e
heavy in-plane mass: 1.093 m_e
density-of-states mass: 0.2957 m_e
log sensitivity to m_t: 0.9756
log sensitivity to m_l: 0.02439
FILM LEVELS
hbar^2/(2 m_e): 0.0381 eV nm^2
hard-wall E1: 0.05019 eV
hard-wall E2: 0.2007 eV
E1 from wrong mass: 0.01002 eV
test k_x, k_y: 0.2, 0.1 1/nm
E1(k), full H: 0.05414 0.07179 0.05414 0.07179 eV
E1(k), formula: 0.05414 0.07179 0.05414 0.07179 eV
NEGLECTED EFFECTS
finite-wall E1: 0.03919 eV
finite-wall change of E1: -21.9 %
finite-wall E2-E1: 0.1177 eV
nonparabolic hard-wall E1: 0.04945 eV
nonparabolic change of E1: -1.46 %
lowest Delta level above L edge: 0.186 eV
lowest Gamma level above L edge: 0.2169 eV
centre-to-edge potential drop: 0.0159 eV
hard-wall E2-E1, flat: 0.1506 eV
hard-wall E2-E1, bent: 0.1477 eV
thermal energy: 0.02585 eV
Fermi level minus E1: -0.0648 eV
second/first subband density: 0.011
film edge field: 0.0565 MV/cm
rough bulk film breakdown: 0.1 MV/cm
oxide field: 0.0452 MV/cm
rough oxide breakdown: 4 MV/cm
oxide decay constant: 3.21 1/nm
barrier attenuation factor: 4.4e-09
every check passed
```
